Variational collapse in Dirac hydrogen, cured by kinetic balance and minimax

**One Gaussian in each component**

Take an electron in V = −Z/r, with a point nucleus of infinite mass. Atomic units are used, so c = 137.036, and energies E are counted from the rest energy. For the 1s symmetry the upper half of the Dirac spinor is (P/r)χ and the lower half is −i(σ·r̂)(Q/r)χ, with χ a constant two-component spinor. The identities

(σ·p) fχ = −i(σ·r̂) f′χ

(σ·p)(σ·r̂) gχ = −i(g′ + 2g/r)χ

with f = P/r and g = Q/r turn the Dirac equation into

VP + cD†Q = EP

cDP + (V − 2c²)Q = EQ

D = d/dr − 1/r, D† = −d/dr − 1/r.

The naive scheme expands P and Q in convenient functions and diagonalizes. Its smallest version has one function in each component, P ∝ r exp(−ar²) and Q ∝ r² exp(−br²). All integrals have the form Gₙ(p) = ∫ rⁿ exp(−pr²) dr over r > 0:

G₁ = 1/(2p), G₂ = √π/(4p^(3/2)), G₃ = 1/(2p²), G₄ = 3√π/(8p^(5/2)).

The potential energies of the two functions are

V_a = −Z G₁(2a)/G₂(2a) = −2Z√(2a/π)

V_b = −Z G₃(2b)/G₄(2b) = −(4Z/3)√(2b/π).

Since D[r exp(−ar²)] = (1 − 2ar²)exp(−ar²) − exp(−ar²) = −2a r² exp(−ar²), the coupling t between the normalized functions obeys

t² = 4a² G₄(a+b)² / [G₂(2a) G₄(2b)].

Multiply and divide by G₄(2a). Because 4a²G₄(2a)/G₂(2a) = 4a²·3/(4a) = 3a, and G₄ varies as p^(−5/2),

t² = 3a [4ab/(a+b)²]^(5/2).

The 2×2 eigenvalue condition (V_a − E)(V_b − 2c² − E) = c²t² can be rearranged for the upper, electron-like root:

E = V_a + c²t²/(2c² + E − V_b).

For c → ∞ this becomes E = V_a + t²/2. The kinetic energy in the basis is therefore

T_eff = (3a/2)[4ab/(a+b)²]^(5/2).

It has the correct value 3a/2 for b = a and is smaller for any other b. Now fix b and let a grow. The bracket falls as 4b/a, so T_eff falls as a^(−3/2), while V_a falls without limit as −√a. The electron is squeezed onto the nucleus at no kinetic cost.

For Z = 1 take b = 8/(9π) = 0.283 bohr⁻², which minimizes the nonrelativistic energy 3a/2 − 2√(2a/π) of one Gaussian, and a = 100 bohr⁻². The potential energy is −434.23 eV. The true kinetic energy is 4081.7 eV, but the basis supplies 0.055 eV.

At finite c this one-pair collapse has a floor. The product of the two brackets is positive, so the upper root lies above both diagonal energies and cannot fall below V_b − 2c². That floor is about a million electronvolts down and offers no practical protection.

**What diagonalization does with many functions**

With N_L large and N_S small functions, let S_L and S_S be the overlap matrices, V_L and V_S the potential matrices, and B the matrix of D between small and large functions. For real coefficient vectors x and y, the quadratic form of H − E is

h = xᵀ(V_L − ES_L)x + 2c yᵀBx − yᵀKy

K = (2c² + E)S_S − V_S.

Let E lie above all levels of the small block alone. Then K is positive definite and the square can be completed:

h = xᵀA(E)x − (y − cK⁻¹Bx)ᵀK(y − cK⁻¹Bx)

A(E) = V_L − ES_L + c²BᵀK⁻¹B.

Two conclusions follow.

First, fix x and maximize the energy quotient over y. The maximum is at least E when h can be made non-negative, that is, when xᵀA(E)x ≥ 0. The inner maximum is therefore the root E[x] of xᵀA(E)x = 0. There is at most one root above the small block, because the derivative of the form with respect to E is

−xᵀS_Lx − c²(K⁻¹Bx)ᵀS_S(K⁻¹Bx) < 0.

Second, a change of variables does not alter the number of negative directions of a quadratic form. The number of levels below E is thus N_S plus the number of negative eigenvalues of A(E). As E rises, the first negative eigenvalue appears at the smallest of the roots E[x]. Hence

min over x of max over y = level number N_S + 1,

provided this level lies above the small block.

This is Talman's minimax principle in a finite basis: minimize over the large component after maximizing over the small one. It reproduces the number that diagonalization gives, including a collapsed one. With large exponents 0.3 and 300 bohr⁻² and one small exponent 0.3 bohr⁻², an explicit two-stage search for hydrogen gives −752.118 eV, and so does diagonalization. The minimax principle has to be used differently if it is to be a cure.

It does explain the collapse. If N_L > N_S, at least N_L − N_S independent combinations satisfy Bx = 0. For them E[x] is the bare potential energy, with no kinetic term at all, as long as this energy lies above the small block. The electron level therefore lies at or below the lowest potential energy among these combinations. Adding large functions extends the minimization and can only lower the level; adding small functions extends the maximization and can only raise it.

For hydrogen take large exponents 0.03·2.2ᵏ bohr⁻², k = 0 … N−1, and keep the first six exponents in the small set:

N = 6: −13.39 eV
N = 9: −210.27 eV
N = 12: −715.59 eV
N = 15: −2336.25 eV
N = 18: −7623.56 eV (−280.16 hartree)

The exact level is −13.60587 eV. At N = 18 there are 12 uncoupled combinations, and the lowest potential energy among them is −7623.54 eV, just above the computed level, as the bound requires. Eleven electron levels lie more than 1% below the exact ground state. The mean radius of the lowest is 0.0028 Å instead of 0.7938 Å. A larger large-component basis has made the result worse.

**First cure: supply the missing kinetic energy**

For c → ∞, K tends to 2c²S_S and the kinetic part of A becomes ½BᵀS_S⁻¹B. To read this expression, project g = DP onto the small basis. The projection has coefficients S_S⁻¹Bx, and its squared norm is

‖Πg‖² = xᵀBᵀS_S⁻¹Bx ≤ ‖g‖².

The full norm gives the nonrelativistic kinetic energy, because

∫(P′ − P/r)² dr = ∫[P′² − (P²)′/r + P²/r²] dr = ∫P′² dr.

In the last step ∫(P²)′/r dr = ∫P²/r² dr, since P²/r vanishes at both ends. An unbalanced basis thus loses the part of DP that lies outside the small space.

The remedy is to include DP for every large function. This is restricted kinetic balance. For the present Gaussians it means using the same exponents in r² exp(−ar²) as in r exp(−ar²).

When the missing partners are restored in order of increasing exponent, the collapse persists until the last one is added. With 18 large functions, raising the number of small functions from 6 to 14 moves the level from −7623.56 only to −7469.69 eV. With 17 it is still at −2133.48 eV. The eighteenth brings it to −13.605873 eV.

Balance is derived from the limit c → ∞. At finite c the best small component is not proportional to DP, so the argument removes the leading loss of kinetic energy but does not prove an upper bound.

**Second cure: complete the inner maximum**

Instead of choosing a better small basis, one can remove it. For a given P and an unrestricted Q the quadratic form is

∫[(V − E)P² + 2cQDP − (2c² + E − V)Q²] dr.

Where 2c² + E − V > 0, the integrand is largest at each r for

Q = cDP/(2c² + E − V).

Inserting this leaves

q_E(P) = ∫[c²(DP)²/(2c² + E − V) + (V − E)P²] dr.

The inner maximum E[P] is the root of q_E(P) = 0. Again q_E falls as E rises, so the root is unique.

To see that E[P] cannot lie below the true ground state, let γ = √(1 − Z²/c²), with Z < c, and try

P₀ = r^γ exp(−Zr), Q₀ = −λP₀, λ = c(1 − γ)/Z = Z/[c(1 + γ)].

The two forms of λ agree because 1 − γ² = Z²/c². With E₁ = c²(γ − 1), the lower radial equation reads

c[(γ − 1)/r − Z] = −λ[c²(1 + γ) + Z/r].

The 1/r terms agree by the first form of λ and the constants by the second. The upper equation reads

−Z/r − E₁ + cλ[(γ + 1)/r − Z] = 0.

Its 1/r terms cancel since cλ(1 + γ) = Z, and its constants since cλZ = c²(1 − γ) = −E₁. So P₀, Q₀ is a solution, and P₀ has no node.

Any trial function can therefore be written P = P₀u. Set w = c²/(2c² + E₁ − V), so that wDP₀ = cQ₀. With DP = P₀u′ + uDP₀,

w(DP)² = wP₀²u′² + cQ₀P₀(u²)′ + cu²Q₀DP₀.

Integrate the middle term by parts. The boundary term is proportional to Q₀P₀u² = −λP² and vanishes for a Gaussian expansion. The last two terms then combine to

−cu²(Q₀′P₀ + Q₀P₀′) + cu²Q₀(P₀′ − P₀/r) = −cu²P₀(Q₀′ + Q₀/r).

By the upper radial equation this equals −(V − E₁)P₀²u², which cancels the potential part of q. What remains is

q_E₁(P) = ∫ wP₀²u′² dr ≥ 0.

Because q_E falls with E, its root satisfies E[P] ≥ E₁, with equality only for constant u. This is an upper bound for every large basis, balanced or not, since no small basis is left to choose.

A finite small set approaches the inner maximum from below. For Z = 80 and one large exponent of 1920 bohr⁻² the complete maximum is −75662.57 eV. The balanced partner alone falls short by 108 eV; with sets that contain the partner's exponent and are spaced by a factor 1.7, 9 small functions reduce the shortfall to 0.036 eV and 25 to 7·10⁻⁵ eV. At this spacing the shortfall then saturates (33 functions still leave 7·10⁻⁵ eV); a denser set is needed to go further, and 25 functions spaced by 1.5 leave 6·10⁻⁷ eV.

**The resulting algorithms**

For kinetic balance:

1. Choose N large functions and form their partners DP.
2. Build H and S of dimension 2N; for Gaussians the integrals are the Gₙ above.
3. Diagonalize once and take level N + 1.

For minimax with a complete inner maximum:

1. Choose N large functions φᵢ and a grid uniform in ln r, so that both the nuclear region and the tail are resolved.
2. For a trial E build the N×N matrix
   Aᵢⱼ(E) = ∫[c²DφᵢDφⱼ/(2c² + E − V) + (V − E)φᵢφⱼ] dr.
3. Find the lowest μ in Ax = μS_Lx. It decreases with E.
4. Bracket the sign change of μ and solve μ(E) = 0.

Here μ ≥ 0 at any E below E₁, and μ < 0 at E = 0 if the basis binds the electron. The interval from 1.5E₁ to 0 therefore serves as a bracket. When E₁ is unknown, the lower end is moved down until μ is positive, while 2c² + E − V must stay positive.

The first method needs one diagonalization of double size. The second needs several of single size, and its kinetic integrals must be recomputed whenever E changes.

In relativistic density functional theory V becomes the Kohn–Sham potential of the current iteration. If it is local, spherical and purely electric, both radial constructions carry over. The bound then concerns the lowest orbital level of this symmetry in that fixed potential, not the total energy, and the proof needs a nodeless P₀ for that potential.

**How far apart the two cures are**

For the same large basis, balance maximizes over fewer small components, so E_balance ≤ E_minimax. To find the difference, put g = DP and W = E − V. For large c the complete maximum contributes

½⟨g|g⟩ − ⟨g|W|g⟩/(4c²) + ⟨g|W²|g⟩/(8c⁴).

In the balanced basis Πg = g, and W acts between projections. The first two terms are unchanged, while the third becomes ⟨g|WΠW|g⟩/(8c⁴). For normalized P the leading difference is therefore

E_minimax − E_balance ≈ ‖(1 − Π)Wg‖²/(8c⁴).

To this order it may be evaluated with the nonrelativistic minimizing P, which both methods share. If all exponents scale as Z², then ‖g‖² scales as Z² and W² as Z⁴, so the difference grows as Z⁶. For N = 6 it is 5.12·10⁻⁴ eV at Z = 10 and 3.24·10⁻² eV at Z = 20, a power of 5.98. Scaled down to Z = 1 it would be about 5·10⁻¹⁰ eV. The expansion requires W ≪ 2c² wherever the basis functions reach, so it degrades when tight functions probe the region near the nucleus: for N = 18 the power between Z = 10 and 20 is only about 5.1.

For hydrogen the errors relative to the exact level accordingly agree to all digits shown:

N = 6: 0.214 eV
N = 9: 7.60·10⁻³ eV
N = 12: 2.31·10⁻⁴ eV
N = 15: 8.2·10⁻⁶ eV
N = 18: 1.7·10⁻⁶ eV

Three more functions reduce the error about thirtyfold until the last step, where the gain is fivefold. At N = 18 both methods give −0.500006596 hartree; the exact value is −0.500006657 hartree.

A one-electron ion with Z = 80 separates them. Its exact level is −96115.84 eV (−3532.192 hartree), and the exponents are scaled by Z². The errors of balance and minimax are, in that order:

N = 6: 5249.9 and 5366.5 eV
N = 12: 113.4 and 133.3 eV
N = 18: 2.42 and 3.02 eV
N = 24: 0.057 and 0.071 eV

Over these rows both converge at a similar rate, gaining a factor of about 40 to 47 for six more functions. Adding still tighter functions to this sequence soon stops helping: both errors are near 0.007 eV at N = 30 and 0.0055 eV at N = 36. Balance is closer to the exact level in each row, but through a cancellation of errors: since E_balance ≤ E_minimax, the incomplete small component lowers the level and offsets part of the error of the large basis. Balance also stays above the exact level here, but that is an observation about these bases, whereas the minimax values are guaranteed to lie above.

**Where balance can still fail**

The missing guarantee becomes visible when the basis is contracted. Take the minimax solution for Z = 80 and N = 24 as one fixed large function P, and give it the single partner DP. The energy falls 44376 eV below the exact level, although the pair is kinetically balanced and P is nearly perfect.

The limit P = P₀ shows why. There DP₀ = [(γ − 1)/r − Z]P₀, and the potential energy of this partner contains

−Z(1 − γ)² ∫ r^(2γ−3) dr,

which diverges at the nucleus for γ < 1. The true small component Q₀ varies only as r^γ there, but DP₀ varies as r^(γ−1). In the one-pair formula E = V_P + c²t²/(2c² + E − V_partner), a very negative V_partner enlarges the denominator and suppresses the kinetic term. The contracted Gaussians keep the integral finite but approach this behaviour: V_partner is about −1.0·2c² at N = 24 and −5.0·2c² at N = 36, and the drop below the exact level grows from 6670 eV at N = 12 to 94469 eV at N = 36, towards the bare potential energy −Z²/γ, which lies 118383 eV below the exact level. With uncontracted partners, Q can adjust its shape near the nucleus, and at N = 24 the balanced level lies only 0.013 eV below the minimax value.

The choice follows from these properties. Uncontracted kinetic balance needs a single diagonalization; it matched minimax for hydrogen and, through the cancellation noted above, came closer to the exact level for Z = 80. Minimax with a complete inner maximum costs repeated integrals and returns a rigorous upper bound, which also makes it a check on a doubtful balanced basis: a balanced level far below the minimax value for the same large functions reveals a deficient small component. All results refer to a point nucleus and omit recoil and radiative corrections. The numerical output below gives further digits.

Table of computed values

```
c = 137.035999 a.u.; 1 hartree = 27.211386 eV
1 bohr = 0.52917721 angstrom
One pair: small exponent 0.28294, large 100.0 bohr^-2
  potential energy        -434.2309 eV
  true kinetic energy     4081.7079 eV
  kinetic energy in basis 0.054840 eV
Finite minimax, large exponents 0.3 and 300, small 0.3:
  two-stage search -752.11800 eV
  diagonalization  -752.11800 eV
Z=80, one large exponent 1920.0 bohr^-2:
  exact inner maximum -75662.56717 eV
  small functions, shortfall of finite maximum [eV]
   1    1.079e+02
   9    3.603e-02
  17    1.038e-04
  25    7.333e-05
Hydrogen exact: -13.60587426 eV = -0.5000066566 hartree
Large exponents 0.03*2.2^k bohr^-2, k=0..N-1
N, unbalanced E (6 small), balanced error, minimax error [eV]
 6      -13.39192    2.140e-01    2.140e-01
 9     -210.26694    7.603e-03    7.603e-03
12     -715.59087    2.313e-04    2.313e-04
15    -2336.25064    8.205e-06    8.205e-06
18    -7623.55926    1.661e-06    1.661e-06
Unbalanced N=18: -280.160635 hartree
Balanced N=18:   -0.500006596 hartree
Minimax N=18:    -0.500006596 hartree
Largest exponent at N=18: 19874.99 bohr^-2
Uncoupled large combinations: 12
Lowest potential energy among them: -7623.5426 eV
Electron levels more than 1% below exact: 11
Mean radius, collapsed: 0.002809 angstrom
Mean radius, balanced:  0.793753 angstrom
Mean radius, exact:     0.793752 angstrom
18 large functions, restored small functions, E [eV]:
 6   -7623.559260
10   -7622.955548
14   -7469.689656
17   -2133.481098
18     -13.605873
Z=80 exact: -96115.84334 eV = -3532.1920929 hartree
Exponents scaled by Z^2; N, balanced and minimax errors [eV]
 6    5249.920456    5366.481472
12     113.355828     133.263077
18       2.418946       3.019510
24       0.057199       0.070665
Z=80, N=24 contracted to one balanced pair:
  energy minus exact -44376.29508 eV
Minimax minus balanced energy, N=6:
  Z=10: 5.122110e-04 eV; Z=20: 3.236956e-02 eV
  fitted power of Z: 5.9818
```
